Functional-driven and density-driven PBE errors in stretched one-electron dimers

**Problem**

One spin-up electron moves in the field of two clamped nuclei A and B with charges Z_A and Z_B at distance R. Atomic units are used, h is the nonrelativistic one-electron Hamiltonian, and total energies include Z_A Z_B/R. E[n] is the energy functional of this model, minimised by the density n. Ẽ[n] is the Kohn–Sham functional with PBE exchange and correlation, and ñ is its global minimiser. The error is split as

ΔE = Ẽ[ñ] − E[n] = ΔE_F + ΔE_D,
ΔE_F = Ẽ[n] − E[n],  ΔE_D = Ẽ[ñ] − Ẽ[n].

Two systems are treated: H2+ (Z_A = Z_B = 1) and a model heteronuclear ion with Z_A = 1 and a round Z_B > 1. The symbol q is the electron number on A's side of the midplane.

(a) Express Ẽ − E as a density functional, fix the sign of ΔE_D, and find ΔE_D to leading order when Ẽ − E is scaled by a small λ.
(b) Find the form of Ẽ − E at large R for a state with q electrons on A.
(c) Split the error for H2+ and decide whether evaluating PBE on n removes it.
(d) Do the same for the heteronuclear ion, and find when PBE transfers charge to A.
(e) Examine the split as Z_B → 1.
(f) State when PBE evaluated on a corrected density n_c suffices, and apply this to densities from PBE hybrids.

Numbers are wanted for H2+ at R = 2, 4, 8, 16 bohr and for Z_B = 1.01, 1.1, 1.2, 1.25, 1.5 at R = 16 bohr.

**Solution**

Numerical method. Each centre carries an uncontracted Gaussian basis (s exponents 0.025·2.6^k, k = 0…10; p exponents 0.06·3^k, k = 0…3; d exponents 0.4 and 1.3 bohr⁻²), restricted to functions symmetric about the axis. The reference orbital is the lowest eigenvector of h. PBE energies come from quasi-Newton minimisation of Ẽ over the normalised orbital, with E_xc integrated on a two-centre Becke grid. The reference energy lies at most 0.07 mHa above a Laguerre–Legendre expansion in prolate spheroidal coordinates, which also supplies the level splittings quoted. The reference leaves out relativity and nuclear motion. Both sides of each difference use the same basis, and errors are quoted to 0.01 mHa so that the arithmetic can be followed.

**(a) The split and its perturbative size**

Any orbital with density n has the form √n e^{iχ}, and its kinetic energy is ½∫|∇√n|² + ½∫n|∇χ|². The minimum over χ is at constant χ, so T_s[n] = ½∫|∇√n|². For a real orbital φ with n = φ², |∇|φ|| = |∇φ| away from nodal surfaces, which have no volume, so T_s[n] = ½∫|∇φ|². One electron has no interaction energy, hence E[φ²] = ⟨φ|h|φ⟩ + Z_A Z_B/R. The PBE functional has the same kinetic and external terms and adds the Hartree and exchange-correlation energies:

Ẽ[n] = E[n] + Δ[n],  Δ[n] = U[n] + E_xc[n,0],  U[n] = ½∫∫ n(r)n(r′)/|r − r′|.

So ΔE_F = Δ[n] is the self-interaction error on the reference density. Since ñ is the global minimiser of Ẽ, ΔE_D ≤ 0. Hartree–Fock (HF) exchange for one electron equals −U, so HF minimises E itself and the HF density is n.

Take E_λ = E + λΔ. Let φ_i, e_i be the real eigenstates of h, ω_i = e_i − e_0, v = δΔ/δn evaluated at n = φ_0², and v_i = ⟨φ_i|v|φ_0⟩. Write φ ∝ φ_0 + Σ_{i>0} c_i φ_i. Because h is diagonal, E rises by Σ c_i² ω_i/(1 + Σ c_i²), which is Σ c_i² ω_i to second order. The density changes by 2φ_0 Σ c_i φ_i + O(c²), so Δ changes by 2Σ c_i v_i + O(c²). Then

E_λ[φ²] − E_λ[n] = Σ (c_i² ω_i + 2λ c_i v_i) + O(λc²).

Setting the derivative to zero gives c_i = −λ v_i/ω_i. With S = Σ_{i>0} v_i²/ω_i,

rise of E = λ²S,  change of Δ = −2λS,  ΔE_D(λ) = λ²S − 2λ²S = −λ²S.

Thus E is second order in a density error but Ẽ, which is not stationary at n, is first order in it. The neglected term O(λc²) is small against c_i²ω_i only if λ times the second variation of Δ is small against ω_i, so a state with small ω_i needs separate treatment. Direct minimisation at λ = 0.02 gives ratios of ΔE_D, the rise of E and the change of Δ to these formulas of 1.002, 1.004, 1.003 for H2+ at R = 2 bohr, with S = 1.02 mHa.

**(b) Large R**

Let n_Z = Z³e^{−2Zr}/π and define the fragment function Δ_Z(q) = Δ[q n_Z].

Hartree part. The charge of n_Z inside radius r is 1 − e^{−2Zr}(1 + 2Zr + 2Z²r²), and the outer shells contribute ∫_r^∞ 4Z³r′e^{−2Zr′}dr′ = e^{−2Zr}(2Z²r + Z). Dividing the first by r and adding the second gives v_H = 1/r − e^{−2Zr}(Z + 1/r). With ∫_0^∞ r^k e^{−br}dr = k!/b^{k+1},

U = ½∫4Z³r²e^{−2Zr}v_H dr = ½[Z − 4Z⁴·2/(4Z)³ − 4Z³/(4Z)²] = ½[Z − Z/8 − Z/4] = 5Z/16.

U is quadratic in the density, so U[q n_Z] = 5Zq²/16.

Exchange part. Spin scaling gives E_x[n,0] = ½E_x[m] with m = 2n and

E_x[m] = −(3/4)(3/π)^{1/3} ∫ m^{4/3} F(s),  F = 1 + κ − κ/(1 + μs²/κ),
s = |∇m|/(2(3π²)^{1/3} m^{4/3}),

with the PBE constants κ = 0.804 and μ ≈ 0.2195. For m = 2q n_Z, |∇m| = 2Zm and s = Z/(3π²m)^{1/3}. The substitution r = x/Z gives m = Z³m_1(x), leaves s unchanged, and turns m^{4/3}d³r into Z⁴m_1^{4/3}d³x/Z³. Hence E_x[q n_Z] = Z E_x[q n_1]. Correlation has no such scaling. Gauss–Legendre radial quadrature of the PBE integrands gives, in mHa,

Δ_1(1) = 312.50 − 305.94 − 5.98 = 0.58,
Δ_1(½) = 78.13 − 127.00 − 1.91 = −50.78,
Δ_1.2(1) = 375.00 − 367.13 − 6.07 = 1.80.

The cancellation that holds at q = 1 fails at q = ½, where U has fallen to a quarter and E_x to about 0.42 of its value.

Small q. Since s² ∝ q^{−2/3} grows, F = 1 + κ − κ²/(μs²) + …, and E_x = −C q^{4/3} + O(q²) with C > 0; the correction integral converges because m^{4/3}/s² ∝ m². PBE correlation per electron is ε_c + H, with

H = Γ ln[1 + (e^x − 1) y(1 + y)/(1 + y + y²)],  x = −ε_c/Γ,

where Γ is a positive constant at full polarisation and y = At² with A ∝ 1/(e^x − 1) and t² ∝ |∇n|²/n^{7/3}. Using y(1 + y)/(1 + y + y²) = 1 − 1/(1 + y + y²), large y gives ε_c + H ≈ −Γ(1 − e^{−x})/y². At low density ε_c ∝ n^{1/3}, so x ∝ q^{1/3}, A ∝ q^{−1/3}, t² ∝ q^{−1/3} and y ∝ q^{−2/3}. The energy per electron goes as q^{1/3}q^{4/3}, and E_c ∝ q^{8/3}. Therefore, as q → 0,

Δ_Z(q) ≈ −C q^{4/3},  Δ_Z′(0) = 0,  Δ_Z″ ≈ −(4/9)C q^{−2/3} < 0.

Two fragments. Take φ = √q a + √(1−q) b, with a and b the 1s orbitals on A and B, and drop the product ab, which is exponentially small in R. A semilocal E_xc is an integral of a local function, so it is additive over non-overlapping pieces. U has two self terms and one cross term, and two disjoint spherical charges q and 1 − q repel as points. So

Δ = Δ_A(q) + Δ_B(1−q) + q(1−q)/R.

For E, an electron on A has energy −Z_A²/2 − Z_B/R and on B −Z_B²/2 − Z_A/R, so E(q) = E(0) + qG with

G = (Z_B² − Z_A²)/2 − (Z_B − Z_A)/R.

Each fragment is polarised by a field of order R⁻². The induced dipoles are of order R⁻² and meet a field of order R⁻², so the corrections to both formulas are O(R⁻⁴).

**(c) H2+**

The ground state g is even under exchange of the nuclei, so n has q = ½ at each R, and at large R

ΔE_F → 2Δ_1(½) + 1/(4R).

At R = 16 bohr this is −101.56 + 15.63 = −85.94 mHa (from unrounded terms), against −85.89 mHa from the molecular density. ΔE_F does not vanish as R → ∞ but tends to 2Δ_1(½) = −101.56 mHa; the total error ΔE is lower still by |ΔE_D|. The results in mHa, all relative to the reference total energy, are:

R = 2: ΔE = −6.69, ΔE_F = −5.57, ΔE_D = −1.13
R = 4: ΔE = −34.01, ΔE_F = −29.15, ΔE_D = −4.86
R = 8: ΔE = −73.79, ΔE_F = −68.26, ΔE_D = −5.53
R = 16: ΔE = −90.79, ΔE_F = −85.89, ΔE_D = −4.90

The minimisations started from g and ended at q = ½. At R = 16 bohr a second start with unequal charges found no lower state; at the shorter distances no such start was made. At R = 16 bohr ΔE_F = −2.34 eV and ΔE_D = −0.13 eV. Evaluating PBE on n removes 4.90/90.79, about 5 % of the error, at that distance, and 1.13/6.69, about 17 %, at R = 2 bohr, so the error is functional-driven and the reference density does not cure it.

ΔE_D stays small although the gap between g and the odd state u is 0.0027 mHa at R = 16 bohr. The potential v is built from an even density and is even, so ⟨u|v|g⟩ = 0 and the small denominator is absent from S. This removes the first-order drive toward u only; since ω_u is nearly zero, stability against moving charge also needs Δ to curve upward in q at q = ½. By part (b) that curvature is 2Δ_1″(½) − 2/R, about +0.76 Ha at R = 16 bohr by radial quadrature, so q = ½ is stable there. What remains is relaxation of the fragment shapes across atomic gaps. S = 4.91 mHa, and −S is close to ΔE_D = −4.90 mHa even at λ = 1, where part (a) promises an estimate and no more; at R = 2 bohr the pair is −1.02 and −1.13 mHa.

A different density does help at large R. The orbital (g + u)/√2 is localised on one proton. Since ⟨g|h|u⟩ = 0, its energy is e_g + (e_u − e_g)/2, so PBE on its density n_loc has the error

Ẽ[n_loc] − E[n] = (e_u − e_g)/2 + Δ[n_loc] → Δ_1(1).

At R = 16 bohr this is 0.58 mHa (0.016 eV). At R = 8 bohr it is 2.44 mHa, of which half the splitting of 3.96 mHa supplies 1.98. At R = 4 and 2 bohr it is 51.30 and 217.00 mHa, dominated by half the splittings of 100.5 and 435.1 mHa and larger in size than the self-consistent error. The gain at large R comes from giving up the correct density for one with integer charges, which costs little in E once the splitting is small.

**(d) The heteronuclear ion**

Keep the two states a and b with offset G and coupling −τ, so that h = [[G, −τ], [−τ, 0]]. The eigenvalues are G/2 ± ½√(G² + 4τ²). For the lower one, e_−, the second row gives −τc_a = e_− c_b, and with D = √(G² + 4τ²) the weight on a is e_−²/(e_−² + τ²). Since e_− = (G − D)/2 and τ² = (D − G)(D + G)/4, this is

q = (D − G)/(2D) = ½[1 − G/√(G² + 4τ²)].

At G = 0 the splitting is 2τ, so τ ≈ 0.0013 mHa at R = 16 bohr. The offsets here start at G = 9.43 mHa, so q ≈ τ²/G² is negligible. The computed reference charge on A's side is 5·10⁻⁷ for Z_B = 1.01 and smaller for the others. For Z_B = 1.2 the localised picture gives E = −0.72 − 1/16 + 1.2/16 = −0.7075 Ha, and the computed value is −0.707506 Ha. With q = 0, part (b) gives

ΔE_F → Δ_B(1),

which is 1.80 mHa for Z_B = 1.2, against 1.79 mHa from the molecular density.

Moving q electrons to A with frozen shapes changes Ẽ by the change of E plus the change of Δ:

W(q) = qG + Δ_A(q) + Δ_B(1−q) − Δ_B(1) + q(1−q)/R,  W(0) = 0.

For Z_B = 1.2, W(0.3) = −18.77 mHa from radial quadrature. Evaluating Ẽ on the mixture of the two lowest eigenstates of h with weights 0.7 and 0.3 gives −18.75 mHa. Each frozen state is a trial state for Ẽ, so ΔE_D ≤ min W up to O(R⁻⁴). The results, energies in mHa, with q_W the minimiser of W:

Z_B = 1.01: ΔE = −86.63, ΔE_F = 0.64, ΔE_D = −87.26, min W = −82.42, q = 0.488, q_W = 0.487
Z_B = 1.1: ΔE = −52.14, ΔE_F = 1.18, ΔE_D = −53.32, min W = −48.85, q = 0.383, q_W = 0.375
Z_B = 1.2: ΔE = −21.40, ΔE_F = 1.79, ΔE_D = −23.19, min W = −19.84, q = 0.262, q_W = 0.248
Z_B = 1.25: ΔE = −9.73, ΔE_F = 2.10, ΔE_D = −11.83, min W = −9.28, q = 0.198, q_W = 0.181
Z_B = 1.5: ΔE = 3.05, ΔE_F = 3.68, ΔE_D = −0.63, min W = 0, q = 0.000

Each ñ is the lower of two minimisations, started at q = 0 and q = 0.3. For Z_B = 1.2 the self-consistent error is −0.582 eV, of which ΔE_D is −0.631 eV, and PBE on the HF density leaves 0.049 eV. That remainder is the error of the isolated ion B: the difference 1.79 − 1.80 = −0.01 mHa is below the scale of the neglected R⁻⁴ terms (1/16⁴ Ha = 0.015 mHa) and comes in part from the finite Gaussian basis, which lowers Δ of the isolated ion by 0.004 mHa relative to the exact hydrogenic density, so the interaction energy is repaired when PBE is evaluated on the HF density for both the dimer and the isolated ion. The frozen bound misses ΔE_D by 23.19 − 19.84 = 3.35 mHa, which is by definition the gain from letting the shapes relax.

Onset of transfer. With Δ_A′(0) = 0,

W′(0) = G − Δ_B′(1) + 1/R.

This is a level gap. Let ε_X = ⟨X|h + v|X⟩ for X = a, b, with v taken on n = b². The chain rule gives ⟨b|v|b⟩ = dΔ[q b²]/dq at q = 1, which is Δ_B′(1). On A, v reduces to the Hartree tail 1/R, in the limit where the density there vanishes; the semilocal potential falls only as n^{1/3}, so a very small residual charge on A can still leave a shift of order 1 mHa. Hence ε_A − ε_B = G + 1/R − Δ_B′(1) = W′(0). For Z_B = 1.2, with Δ_B′(1) from a central difference,

W′(0) = 207.50 − 272.41 + 62.50 = −2.41 mHa,

and the expectation values in the molecule give −2.30 mHa. For Z_B = 1.01 the pair is −155.99 and −157.37 mHa. A residual charge q ≈ τ²/G² ≈ 2·10⁻⁸ on A gives Δ_A′(q) ≈ −(4/3)C q^{1/3} ≈ −1.8 mHa with C ≈ 0.48 Ha, which has the sign and rough size of this larger difference.

W′(0) < 0 is sufficient for transfer in the frozen model, since W is then negative at small q. It would also be necessary if W were convex, because a convex function with W(0) = 0 obeys W(q) ≥ qW′(0). Part (b) shows W″ → −∞ as q → 0, so W is not convex, and it can rise first and fall below zero later. Root finding at R = 16 bohr gives W′(0) = 0 at Z_1 = 1.203 and min W = 0 at Z_2 = 1.321, where the minimiser jumps between q = 0 and q = 0.067. These thresholds belong to the frozen model. With relaxation, the calculations show transfer at 1.25 and none at 1.5, and the threshold between them was not located. Z_B = 1.25 lies in the window: W′(0) = +44.00 mHa, the minimisation started at n stays localised, and it ends 11.23 mHa above the transferred state. Its own relaxation is −11.83 + 11.23 = −0.60 mHa, similar to the −0.63 mHa of Z_B = 1.5. A positive gap on the reference density therefore does not exclude a large ΔE_D in this model.

The sum S does not see the transfer. Its term from state a contains ⟨a|v|b⟩, an integral over the product ab. For Z_B = 1.2 the term is 3·10⁻⁹ mHa and S = 0.54 mHa, while |ΔE_D| = 23.19 mHa. The transfer sits in the neglected terms. The O(λc²) term shifts the gap. With c² = q small, the density changes by q(a² − b²) and Δ changes by q(⟨a|v|a⟩ − ⟨b|v|b⟩), so ω_a = G is replaced by G + λ(1/R − Δ_B′(1)). At λ = 0.02 this is close to G and the three formulas of part (a) hold (ratios 1.002, 1.004, 1.003); at λ = 1 it is W′(0). This shift cancels the offset G but supplies little of the energy gain: at q_W = 0.248, qW′(0) = −0.60 mHa, against W = −19.84 mHa. The rest comes from the terms of W beyond first order in q, led at small q by Δ_A(q) ≈ −C q^{4/3}, which is of order c^{8/3} and lies outside any second-order expansion.

**(e) The limit Z_B → 1**

The two-state charge falls from ½ to near zero as G passes a few τ, and dG/dZ_B = Z_B − 1/R ≈ 1, so at R = 16 bohr with τ ≈ 1.3·10⁻⁶ Ha a change of Z_B by 3·10⁻⁶ moves about 0.36 of an electron in n, and a change by 10⁻⁵ about 0.48. The PBE state does not respond on that scale. Measured from the lower reference level, Ẽ at charge q is qG + Δ, and near q = ½ the symmetric part of Δ is ½k x² with x = ½ − q and curvature k = 2Δ_1″(½) − 2/R ≈ 0.76 Ha for frozen shapes at R = 16 bohr, far above G and τ. Minimising G(½ − x) + ½kx² gives x = G/k and the value G/2 − Gx/2. Raising Z_B by 0.01 also scales the Hartree and exchange parts of Δ_B(½). The predicted change of ΔE from H2+ to Z_B = 1.01, ignoring changes in correlation and relaxation, is

G/2 − Gx/2 + 0.01(78.13 − 127.00) = 4.71 − 9.43·0.012/2 − 0.49 = 4.17 mHa,

with x = 0.500 − 0.488. The computed change is −86.627 + 90.792 = 4.165 mHa. The total moves by under 5 % of its value for H2+, while ΔE_F goes from −85.89 to +0.64 mHa and ΔE_D from −4.90 to −87.26 mHa. When G and τ are both small against the self-interaction terms, the labels "functional-driven" and "density-driven" depend on G/τ and the sum depends on it weakly. This also explains part (c): n_loc is close to the reference density of an ion with τ ≪ G ≪ 1 mHa.

**(f) When a corrected density suffices**

Adding and subtracting Ẽ[n] gives the identity

Ẽ[n_c] − E[n] = ΔE_F + ρ,  ρ = Ẽ[n_c] − Ẽ[n] ≥ ΔE_D.

Barring cancellation between the terms, n_c suffices when |ΔE_F| and |ρ| are both within the wanted accuracy. At large R the first condition concerns the system. Δ[n] is Δ_B(1) when n has integer fragment charges (G ≫ τ), which is 0.6 to 3.7 mHa for the Z_B computed here and grows with Z_B because U + E_x = (312.50 − 305.94) Z_B = 6.56 Z_B mHa, and it is 2Δ_1(½) + 1/(4R) when symmetry imposes halves. The second condition concerns the density: ρ ≈ W(q_c) plus shape terms.

Even n itself improves the total energy only if |ΔE_F| < |ΔE_F + ΔE_D|. With ΔE_D < 0, squaring gives ΔE_D(ΔE_D + 2ΔE_F) > 0, that is ΔE_F < |ΔE_D|/2. This holds for H2+, with little gain, and for Z_B ≤ 1.25 among the cases computed, with a large one. It fails for Z_B = 1.5, where the error grows from 3.05 to 3.68 mHa.

A PBE hybrid with exchange fraction a has E_xc = a(−U) + (1−a)E_x + E_c for one electron, so

E_a = E + (1−a)(U + E_x) + E_c.

Minimising E_a from the same two starts for Z_B = 1.2 and evaluating PBE on the result gives, in mHa:

a = 0.25 (PBE0): q = 0.167, ρ = −19.44, W(q) = −17.34, error = 1.79 − 19.44 = −17.65
a = 0.5: q = 0.000, ρ = −0.37, error = 1.79 − 0.37 = 1.43 (from unrounded terms)

The PBE0 density removes (0.262 − 0.167)/0.262, about 36 %, of the spurious charge but only (23.19 − 19.44)/23.19, about 16 %, of ΔE_D. Ẽ is stationary at ñ, so it rises quadratically on leaving ñ: W goes from −19.84 at q_W = 0.248 to −17.34 at 0.167. The a = 0.5 density is localised and its residual is a shape effect. Part (a) estimates it as the rise of E plus the change of Δ, λ²S − 2λS. With λ ≈ 1 − a = 0.5 this is 0.135 − 0.540 = −0.41 mHa, against −0.37 mHa; the estimate is leading order in λ and scales E_c along with exchange, which the hybrid does not. In this example the shape residual of the a = 0.5 density is small, while the charge matters: the residual W(q_c) vanishes as q_c approaches the integer charge of n, and the PBE0 density, which moved about a third of the way, leaves most of the error.

With more than one electron the identity for Ẽ[n_c] − E[n] still holds, but HF no longer yields n, ΔE_F contains the exchange-correlation errors of many-electron fragments, and ρ for the HF density has to be assessed separately.
